# Direct flux from the opening to the bottom of a trench: test program

```python
# Result under test: atoms enter a long trench (width w, depth d, a = d/w)
# through its opening with a cosine distribution and fly without collisions.
# The fraction reaching the bottom directly is F = sqrt(1 + a^2) - a.
# For equal widths F is also (mean direct bottom flux)/(flat-field flux).
# Lengths are in units of w unless a name ends in _nm or _m.
# Independent roads: quadrature of the 3D kernel cos1*cos2/(pi r^2), and
# random flights of atoms with emission sampled in three dimensions.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
N_ATOMS = 1_000_000


def trench_factor(a):
    return np.sqrt(1 + a * a) - a


def bottom_flux_strings(w_open, w_bottom, depth):
    """Mean bottom flux / flat-field flux, centred opening and bottom."""
    crossed = np.hypot(depth, (w_open + w_bottom) / 2)
    uncrossed = np.hypot(depth, (w_open - w_bottom) / 2)
    return (crossed - uncrossed) / w_bottom


def local_bottom(x, a):
    return 0.5 * (x / np.hypot(x, a) + (1 - x) / np.hypot(1 - x, a))


def local_wall(z):
    return 0.5 * (1 - z / np.hypot(1, z))


def gauss(low, high, n):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    half = (high - low) / 2
    return low + half * (nodes + 1), half * weights


def bottom_flux_kernel(w_open, w_bottom, depth):
    """Same quantity from the 3D kernel, integrated over an endless trench."""
    x1, g1 = gauss(-w_open / 2, w_open / 2, 60)
    x2, g2 = gauss(-w_bottom / 2, w_bottom / 2, 60)
    b, gb = gauss(-np.pi / 2, np.pi / 2, 50)
    y, gy = depth * np.tan(b), gb * depth / np.cos(b)**2
    r2 = (x1[:, None, None] - x2[None, :, None])**2 + depth**2 + y**2
    kernel = depth**2 / (np.pi * r2**2)
    return np.einsum('ijk,i,j,k->', kernel, g1, g2, gy) / w_bottom


def local_flux_kernel(x_point, depth, on_wall):
    """Flux at one point of bottom or left wall from the 3D kernel."""
    b, gb = gauss(-np.pi / 2, np.pi / 2, 40)

    def strip(x):
        rho = np.hypot(x - x_point, depth)
        y = rho * np.tan(b)
        cos_lengths = depth * (x if on_wall else depth)
        kernel = cos_lengths / (np.pi * (rho**2 + y**2)**2)
        return np.sum(gb * rho / np.cos(b)**2 * kernel)
    return quad(strip, 0, 1, points=[min(depth, 0.5)], limit=200)[0]


def directions(n, power=1.0):
    """Tangent, axial and normal components; flux per angle ~ cos^power."""
    normal = (1 - rng.random(n))**(1 / (power + 1))
    psi = 2 * np.pi * rng.random(n)
    side = np.sqrt(1 - normal**2)
    return side * np.cos(psi), side * np.sin(psi), normal


def follow_atoms(a, sticking):
    """Atoms stuck on bottom, left, right wall per atom entering."""
    x, z = rng.random(N_ATOMS), np.zeros(N_ATOMS)
    vx, _, vz = directions(N_ATOMS)
    stuck_count = np.zeros(3)
    while x.size:
        t_wall = np.where(vx > 0, (1 - x) / vx, -x / vx)
        t_flat = np.where(vz > 0, (a - z) / vz, -z / vz)
        on_wall = t_wall < t_flat
        t = np.minimum(t_wall, t_flat)
        x, z = x + vx * t, z + vz * t
        bottom = ~on_wall & (vz > 0)
        left, right = on_wall & (vx < 0), on_wall & (vx > 0)
        inside = bottom | left | right
        stuck = inside & (rng.random(x.size) < sticking)
        stuck_count += [np.sum(stuck & s) for s in (bottom, left, right)]
        x = np.where(left, 0.0, np.where(right, 1.0, x))
        z = np.where(bottom, a, z)
        tangent, _, normal = directions(x.size)
        vx = np.where(bottom, tangent, np.where(left, normal, -normal))
        vz = np.where(bottom, -normal, tangent)
        keep = inside & ~stuck
        x, z, vx, vz = x[keep], z[keep], vx[keep], vz[keep]
    return stuck_count / N_ATOMS


def bottom_with_reemission(a, sticking, m=80):
    """Bottom/flat-field rate with diffuse re-emission, linear equations."""
    g = np.linspace(0, 1, m + 1)
    path = np.concatenate([1j * a * g, g[1:] + 1j * a,
                           1 + 1j * a * g[::-1][1:]])
    p, q = path[:-1], path[1:]
    length = abs(q - p)

    def strings(p1, q1, p2, q2):
        return abs(abs(p1 - p2) + abs(q1 - q2)
                   - abs(p1 - q2) - abs(q1 - p2)) / 2
    exchange = strings(p[:, None], q[:, None], p[None, :], q[None, :])
    np.fill_diagonal(exchange, 0.0)
    view = exchange / length[:, None]
    direct = strings(p, q, 0.0, 1.0) / length
    flux = np.linalg.solve(np.eye(3 * m) - (1 - sticking) * view, direct)
    return flux[m:2 * m].mean()


def finite_length_factor(a, length):
    """Opening to bottom of a trench of finite length, 3D kernel."""
    u, gu = gauss(0, 1, 60)
    b, gb = gauss(0, np.arctan(length / a), 80)
    v, gv = a * np.tan(b), gb * a / np.cos(b)**2
    kernel = a**2 / (np.pi * (a**2 + u[:, None]**2 + v**2)**2)
    weight = (1 - u)[:, None] * (length - v)
    return 4 / length * np.einsum('ij,i,j->', kernel * weight, gu, gv)


def power_law_factor(a, power):
    """Lit fraction averaged over the in-plane law cos^power(phi)."""
    lit = quad(lambda f: np.cos(f)**power * (1 - a * np.tan(f)),
               0, np.arctan(1 / a))[0]
    return lit / quad(lambda f: np.cos(f)**power, 0, np.pi / 2)[0]


def agrees(sampled, expected, scale=1.0):
    """Five standard errors of a counted fraction."""
    error = np.sqrt(max(expected, 1e-3) / N_ATOMS) / scale
    return abs(sampled - expected) < 5 * error


# Example: rough typical values for an uncollimated sputtered Ti liner
width_nm, depth_nm, length_nm, film_nm = 500.0, 1000.0, 10000.0, 20.0
needed_nm, pressure_mtorr, temp_k, diameter_nm = 3.0, 3.0, 300.0, 0.35
taper_deg = 1.0
a = depth_nm / width_nm
F = trench_factor(a)

print("Aspect ratio a | F formula | F kernel quadrature | 1/(2a)")
for ratio in (0.5, 1.0, 2.0, 4.0):
    by_kernel = bottom_flux_kernel(1, 1, ratio)
    assert abs(by_kernel - trench_factor(ratio)) < 1e-8
    print(f"  {ratio:.1f} | {trench_factor(ratio):.6f} | {by_kernel:.6f}"
          f" | {1 / (2 * ratio):.6f}")

# Random flights: direct fraction and triangle rule for each wall
bottom_mc, left_mc, right_mc = follow_atoms(a, 1.0)
to_one_wall = (1 + a - np.sqrt(1 + a * a)) / 2
assert agrees(bottom_mc, F)
assert agrees(left_mc, to_one_wall) and agrees(right_mc, to_one_wall)

# Shadow average with the cosine law
assert abs(power_law_factor(a, 1.0) - F) < 1e-9

# Local fluxes and their averages
for x in (0.0, 0.2, 0.5):
    assert abs(local_flux_kernel(x, a, False) - local_bottom(x, a)) < 1e-7
for z in (0.01, 0.5, a):
    assert abs(local_flux_kernel(0.0, z, True) - local_wall(z)) < 1e-7
assert abs(quad(local_bottom, 0, 1, args=(a,))[0] - F) < 1e-9
wall_mean = quad(local_wall, 0, a)[0] / a
assert agrees(left_mc / a, wall_mean, a)

print(f"Trench width: {width_nm:.0f} nm")
print(f"Trench depth: {depth_nm:.0f} nm")
print(f"Trench length: {length_nm:.0f} nm")
print(f"Flat-field film: {film_nm:.0f} nm")
print(f"Aspect ratio a: {a:.2f}")
print(f"Crossed string: {np.hypot(width_nm, depth_nm):.2f} nm")
print(f"Uncrossed string: {depth_nm:.2f} nm")
print(f"F, opening to bottom: {F:.5f}")
print(f"F from {N_ATOMS} random flights: {bottom_mc:.4f}")
print(f"Fraction to each wall, formula: {to_one_wall:.5f}")
print(f"Fraction to left wall, random flights: {left_mc:.4f}")
print(f"Local flux ratio at bottom corner: {local_bottom(0, a):.4f}")
print(f"Local flux ratio at bottom centre: {local_bottom(0.5, a):.4f}")
print(f"Local flux ratio at foot of wall: {local_wall(a):.4f}")
print(f"Mean flux ratio on wall: {wall_mean:.4f}")
print(f"Mean bottom film: {F * film_nm:.2f} nm")
print(f"Bottom film at corner: {local_bottom(0, a) * film_nm:.2f} nm")
print(f"Bottom film at centre: {local_bottom(0.5, a) * film_nm:.2f} nm")
print(f"Wall film at lip: {local_wall(0) * film_nm:.2f} nm")
print(f"Wall film at foot: {local_wall(a) * film_nm:.2f} nm")
print(f"Mean wall film: {wall_mean * film_nm:.2f} nm")

# Greatest aspect ratio for a required mean bottom film
coverage = needed_nm / film_nm
a_max = (1 - coverage**2) / (2 * coverage)
a_root = brentq(lambda r: bottom_flux_kernel(1, 1, r) - coverage, 0.5, 10)
assert abs(a_max - a_root) < 1e-6
print(f"Required mean bottom film: {needed_nm:.1f} nm")
print(f"Required coverage: {coverage:.3f}")
print(f"Greatest aspect ratio: {a_max:.3f}")
print(f"Greatest depth at this width: {a_max * width_nm:.0f} nm")

# Round hole of the same depth over diameter
hole = F**2
radius = 0.5 * np.sqrt(rng.random(N_ATOMS))
tx, ty, tn = directions(N_ATOMS)
hole_mc = np.mean(np.hypot(radius + a * tx / tn, a * ty / tn) < 0.5)
assert agrees(hole_mc, hole)
print(f"Round hole, F squared: {hole:.5f}")
print(f"Round hole, random flights: {hole_mc:.4f}")


def change(value):
    return f"{value:.4f} ({100 * (value / F - 1):+.1f} %)"


print("Neglected effects: mean bottom flux ratio (change from F)")
# Finite length
L = length_nm / width_nm
finite = finite_length_factor(a, L)
x0, y0 = rng.random(N_ATOMS), L * rng.random(N_ATOMS)
tx, ty, tn = directions(N_ATOMS)
x_end, y_end = x0 + a * tx / tn, y0 + a * ty / tn
finite_mc = np.mean((x_end > 0) & (x_end < 1) & (y_end > 0) & (y_end < L))
assert agrees(finite_mc, finite)
print(f"  finite length: {change(finite)}")

# Tapered walls: the bottom is narrower than the opening
foot_nm = width_nm - 2 * depth_nm * np.tan(np.radians(taper_deg))
taper = bottom_flux_strings(width_nm, foot_nm, depth_nm)
assert abs(taper - bottom_flux_kernel(width_nm, foot_nm, depth_nm)) < 1e-8
print(f"  taper {taper_deg:.0f} degree, bottom {foot_nm:.1f} nm wide: "
      f"{change(taper)}")

# Film at the end of the run: one narrowed aperture at the raised field
lip_nm = width_nm - 2 * local_wall(0) * film_nm
base_nm = width_nm - 2 * local_wall(a) * film_nm
deep_nm = depth_nm + film_nm * (1 - F)
grown = bottom_flux_strings(lip_nm, base_nm, deep_nm)
assert abs(grown - bottom_flux_kernel(lip_nm, base_nm, deep_nm)) < 1e-8
print(f"  end of run, opening {lip_nm:.1f} nm, depth {deep_nm:.1f} nm: "
      f"{change(grown)}")

# Sticking below one
for sticking in (0.9, 0.5):
    solved = bottom_with_reemission(a, sticking)
    sampled = follow_atoms(a, sticking)[0] / sticking
    assert agrees(sampled, solved, sticking)
    print(f"  sticking {sticking:.1f}: {change(solved)}")

# Angular law other than the cosine
for power in (0.5, 2.0):
    tilted = power_law_factor(a, power)
    tx, _, tn = directions(N_ATOMS, power)
    x_end = rng.random(N_ATOMS) + a * tx / tn
    assert agrees(np.mean((x_end > 0) & (x_end < 1)), tilted)
    print(f"  angular law cos^{power:.1f}: {change(tilted)}")

# Gas collisions inside the trench: fast atom in argon at rest
pressure_pa = pressure_mtorr * 1e-3 * const.torr
density = pressure_pa / (const.k * temp_k)
free_path_m = 1 / (density * np.pi * (diameter_nm * 1e-9)**2)
chance = np.hypot(width_nm, depth_nm) * 1e-9 / free_path_m
assert chance < 1e-3
print(f"Argon pressure: {pressure_mtorr:.1f} mTorr")
print(f"Gas temperature: {temp_k:.0f} K")
print(f"Hard-sphere collision diameter (rough): {diameter_nm:.2f} nm")
print(f"Mean free path: {free_path_m * 1e3:.0f} mm")
print(f"Collision chance along the trench diagonal: {chance:.1e}")
print("PASS")
```

Running it gives:

```
Aspect ratio a | F formula | F kernel quadrature | 1/(2a)
  0.5 | 0.618034 | 0.618034 | 1.000000
  1.0 | 0.414214 | 0.414214 | 0.500000
  2.0 | 0.236068 | 0.236068 | 0.250000
  4.0 | 0.123106 | 0.123106 | 0.125000
Trench width: 500 nm
Trench depth: 1000 nm
Trench length: 10000 nm
Flat-field film: 20 nm
Aspect ratio a: 2.00
Crossed string: 1118.03 nm
Uncrossed string: 1000.00 nm
F, opening to bottom: 0.23607
F from 1000000 random flights: 0.2367
Fraction to each wall, formula: 0.38197
Fraction to left wall, random flights: 0.3810
Local flux ratio at bottom corner: 0.2236
Local flux ratio at bottom centre: 0.2425
Local flux ratio at foot of wall: 0.0528
Mean flux ratio on wall: 0.1910
Mean bottom film: 4.72 nm
Bottom film at corner: 4.47 nm
Bottom film at centre: 4.85 nm
Wall film at lip: 10.00 nm
Wall film at foot: 1.06 nm
Mean wall film: 3.82 nm
Required mean bottom film: 3.0 nm
Required coverage: 0.150
Greatest aspect ratio: 3.258
Greatest depth at this width: 1629 nm
Round hole, F squared: 0.05573
Round hole, random flights: 0.0559
Neglected effects: mean bottom flux ratio (change from F)
  finite length: 0.2208 (-6.5 %)
  taper 1 degree, bottom 465.1 nm wide: 0.2369 (+0.4 %)
  end of run, opening 480.0 nm, depth 1015.3 nm: 0.2241 (-5.1 %)
  sticking 0.9: 0.2468 (+4.5 %)
  sticking 0.5: 0.3338 (+41.4 %)
  angular law cos^0.5: 0.1989 (-15.8 %)
  angular law cos^2.0: 0.2952 (+25.0 %)
Argon pressure: 3.0 mTorr
Gas temperature: 300 K
Hard-sphere collision diameter (rough): 0.35 nm
Mean free path: 27 mm
Collision chance along the trench diagonal: 4.2e-05
PASS
```
